Orbital Magnetic Moment of a Massive Dirac Band Edge

## First half: from a packet at the edge to the moment at any k

### 1. What goes wrong without the moment

Take a two-dimensional semiconductor with two valleys, each with a conduction edge of effective mass m*. In a perpendicular field B, the usual parabolic-band rule puts the lowest conduction level half a cyclotron quantum above the edge:

shift = ħω_c/2, with ω_c = eB/m*.

For a band with mass 0.529 m_e in 10 T the quantum is 2.19 meV, so the rule predicts a shift of 1.09 meV in both valleys. If the band edge is that of a massive Dirac model, this is wrong in both. One valley has its lowest level at a shift of 2.19 meV, and the other has it at zero. The error is half a level spacing in each valley, and a valley splitting as large as the level spacing has been missed.

What the rule leaves out is a magnetic moment. An electron packet at the edge carries a circulating current, even when its mean velocity is zero and electron spin is ignored. The moment points in opposite directions in the two valleys, and its size is

|m_z| = eħ/(2m*) = μ_B m_e/m*. (1)

Here μ_B = eħ/(2m_e) is the Bohr magneton. Equation (1) holds for the massive Dirac model. It is not a law for every band edge, and section 9 finds what it requires.

### 2. The model and its mass

The electron charge is −e, with e > 0. The wave vector k = (k_x, k_y) is measured from the valley centre, and the valley index is τ = +1 or −1. The model is

H(k) = ħv(τk_xσ_x + k_yσ_y) + Δσ_z, with Δ > 0. (2)

The Pauli matrices act on two basis states, which are the conduction and valence edge states at k = 0. They do not describe electron spin. The basis states are taken to have no internal circulation of their own, so moments that live inside an atom are left out. Electrons are independent, and v and Δ are fixed numbers.

Different Pauli matrices anticommute and each squares to one. The cross terms in H² therefore cancel:

H² = ħ²v²k_x² + ħ²v²k_y² + Δ².

The two energies are

ε_c = E and ε_v = −E, with E = √(Δ² + ħ²v²k²). (3)

The gap is 2Δ. For ħvk much smaller than Δ, √(1 + x) ≈ 1 + x/2 gives

E ≈ Δ + ħ²v²k²/(2Δ).

Setting the second term equal to ħ²k²/(2m*) identifies the mass:

m* = Δ/v². (4)

The valence band is the mirror image, so a hole has the same mass.

The numbers used throughout are Δ = 0.85 eV and ħv = 0.35 eV nm. With ħ²/m_e = 0.0762 eV nm²,

m*/m_e = (ħ²/m_e) Δ/(ħv)² = 0.0762 × 0.85/0.35² = 0.529.

### 3. The simplest case: a narrow packet at k = 0

A charge q moving with velocity v at position r has the magnetic moment (q/2) r × v. For an electron packet,

m_z = −(e/2)⟨x v_y − y v_x⟩, (5)

with positions measured from the packet's centre. Two operators are needed. In a superposition of plane waves exp(ik·r) with amplitudes ψ(k), multiplying by x equals acting with −i∂/∂k_x on the exponential. An integration by parts moves the derivative to the amplitude and changes its sign, so x = i∂_x, where ∂_x means ∂/∂k_x. Likewise y = i∂_y. The velocity follows from the equation of motion, v_j = (i/ħ)[H, r_j]. Acting on any amplitude f,

[H, i∂_j]f = iH∂_jf − i∂_j(Hf) = −i(∂_jH)f,

so v_j = ∂_jH/ħ. For the model (2),

v_x = τvσ_x and v_y = vσ_y. (6)

These are constant matrices, and they commute with the derivatives.

Next comes the conduction state near k = 0. Let its components be a and b. The second row of H gives

ħv(τk_x + ik_y)a − Δb = Eb, so b = a ħv(τk_x + ik_y)/(E + Δ).

To first order in k, E + Δ = 2Δ and a = 1. Define s = ħv/(2Δ). A packet with a real, normalized, rotationally symmetric envelope w(k) then has the components

ψ₁ = w and ψ₂ = s w(τk_x + ik_y). (7)

The mean velocity vanishes, because ⟨σ_x⟩ and ⟨σ_y⟩ are integrals of w² times k_x or k_y, which are odd. The choice of origin therefore has no effect on (5).

Since σ_y turns (φ₁, φ₂) into (−iφ₂, iφ₁), the first average is

⟨xσ_y⟩ = ∫[ψ₁*(−i)(i∂_xψ₂) + ψ₂*(i)(i∂_xψ₁)] = ∫[ψ₁*∂_xψ₂ − ψ₂*∂_xψ₁].

Inserting (7), with w_x for ∂_xw,

⟨xσ_y⟩ = s∫[τw² + (τk_x + ik_y)w w_x − (τk_x − ik_y)w w_x]
= s∫[τw² + 2ik_y w w_x] = τs.

The last term vanished because it is odd in k_y. The second average is

⟨yσ_x⟩ = i∫[ψ₁*∂_yψ₂ + ψ₂*∂_yψ₁]
= is∫[iw² + (τk_x + ik_y)w w_y + (τk_x − ik_y)w w_y]
= is∫[iw² + 2τk_x w w_y] = −s.

Here the last term is odd in k_x. Combining the averages with (6),

⟨x v_y − y v_x⟩ = v(τs) − τv(−s) = 2τvs = τħv²/Δ = τħ/m*. (8)

Equation (5) then gives

m_z = −τ eħ/(2m*). (9)

This is (1) with its sign. Equation (8) also shows why a Bohr magneton appears: m*⟨x v_y − y v_x⟩ = τħ. The packet circulates as if it had one unit ħ of angular momentum with mass m*. The circulation comes from the interference of the large component with the small one, which winds once around k = 0. In valley τ = +1 it is anticlockwise seen from +z, and the negative charge turns the moment down.

**Limit of a narrow packet.** Equation (9) keeps leading order in k, so a packet of finite width should miss it slightly. A Gaussian envelope w ∝ exp(−k²/(4a²)), with the complete conduction spinor and a = 0.05 nm⁻¹, gives m_z = −1.8901 μ_B in valley τ = +1. The limit (9) is −1.8913 μ_B. Section 5 accounts for the difference.

### 4. Any band and any k

Let |u(k)⟩ be a normalized, nondegenerate eigenstate of some H(k), with energy ε(k). Build a packet ψ = w(k)|u(k)⟩ around a chosen wave vector. Its derivative has a part along |u⟩ and a part orthogonal to it. Write

A_j = i⟨u|∂_ju⟩ and |D_ju⟩ = |∂_ju⟩ − |u⟩⟨u|∂_ju⟩.

A_j is real, because differentiating ⟨u|u⟩ = 1 shows that ⟨u|∂_ju⟩ is imaginary. The position operator acts as

r_jψ = [(i∂_j + A_j)w]|u⟩ + iw|D_ju⟩. (10)

The first term moves the envelope within the band, and the second mixes in other bands. The average in (5) splits in the same way. If v_j depends on k, operator order does not matter: the two orders differ by i(∂_x∂_yH − ∂_y∂_xH)/ħ, which is zero.

**Envelope part.** Here the velocity enters through ⟨u|v_j|u⟩ = ∂_jε/ħ, called V_j. Write w = |w|exp(−iγ). Then

(i∂_j + A_j)w = exp(−iγ)[i∂_j|w| + (∂_jγ + A_j)|w|].

The contribution of i∂_j|w| to the average of x v_y − y v_x is

(i/2)∫[V_y∂_x|w|² − V_x∂_y|w|²] = −(i/2)∫|w|²(∂_xV_y − ∂_yV_x) = 0.

The first equality is an integration by parts. The second holds because V is a gradient. What remains is

∫|w|²[(ρ_x − r_cx)V_y − (ρ_y − r_cy)V_x], with ρ_j = ∂_jγ + A_j. (11)

The packet centre r_c is the average of ρ. Let the phase γ be smooth and fixed while the width shrinks. Then ρ − r_c and the variation of V are both of the order of the width. The constant part of V multiplies an average that is zero, and the rest is of the order of the width squared. So (11) vanishes for a narrow packet. A packet whose phase winds around its centre breaks this assumption, and has extra angular momentum put in by hand.

**Interband part.** The second term of (10) leaves, for a narrow packet,

L = i[⟨u|v_y|D_xu⟩ − ⟨u|v_x|D_yu⟩]. (12)

Differentiate (H − ε)|u⟩ = 0 with respect to k_j:

(∂_jH − ∂_jε)|u⟩ + (H − ε)|∂_ju⟩ = 0. (13)

The adjoint of (13) gives ⟨u|∂_jH = ∂_jε⟨u| − ⟨∂_ju|(H − ε). Acting on |D_lu⟩, its first term vanishes by orthogonality. In the second, |D_lu⟩ may be replaced by |∂_lu⟩, since H − ε removes the part along |u⟩. Thus

⟨u|v_j|D_lu⟩ = −⟨∂_ju|(H − ε)|∂_lu⟩/ħ.

Call M = ⟨∂_xu|(H − ε)|∂_yu⟩. Then (12) becomes

L = (i/ħ)(−M* + M) = (i/ħ)(2i Im M) = −(2/ħ)Im M.

Multiplying by −e/2,

m_z = (e/ħ) Im⟨∂_xu|(H − ε)|∂_yu⟩. (14)

A change of phase of |u⟩ adds to the derivative a vector along |u⟩, which H − ε removes. The moment therefore does not depend on that phase.

**Sum over states.** Project (13) on another eigenstate ⟨n|:

⟨n|∂_ju⟩ = ħ⟨n|v_j|u⟩/(ε_u − ε_n). (15)

Insert a complete set of states into (14). The state u drops out, and each other state contributes

(ε_n − ε_u) ħ²⟨u|v_x|n⟩⟨n|v_y|u⟩/(ε_u − ε_n)².

One power of the energy difference cancels and leaves a minus sign:

m_z = −eħ Σ_n Im[⟨u|v_x|n⟩⟨n|v_y|u⟩]/(ε_u − ε_n), n ≠ u. (16)

### 5. Back to the Dirac model

For the conduction band the sum has one term. By (6) its numerator is τv² times the imaginary part of ⟨c|σ_x|v⟩⟨v|σ_y|c⟩. Since |v⟩⟨v| = 1 − |c⟩⟨c| and σ_xσ_y = iσ_z,

⟨c|σ_x|v⟩⟨v|σ_y|c⟩ = i⟨σ_z⟩ − ⟨σ_x⟩⟨σ_y⟩.

The imaginary part is ⟨σ_z⟩. H equals E times the component of σ along the unit vector (ħvτk_x, ħvk_y, Δ)/E, and the conduction state points along that vector, so ⟨σ_z⟩ = Δ/E. The denominator is 2E. Hence

m_z(k) = −τ eħv²Δ/(2E²) = −τ eħv²Δ/[2(Δ² + ħ²v²k²)]. (17)

In the valence band ⟨σ_z⟩ = −Δ/E and the denominator is −2E. Both signs change, so the moment is the same.

**Limits.** At k = 0, (17) gives eħv²/(2Δ) = eħ/(2m*) in magnitude, which is (9). At ħvk = Δ the moment has fallen to half. For ħvk much larger than Δ it tends to eΔ/(2ħk²), which no longer contains v. If Δ goes to zero at fixed nonzero k, the moment vanishes. At k = 0 it grows as 1/Δ instead, over a region of k that shrinks in proportion to Δ.

**The finite packet again.** Two corrections of second order in k act on the packet of section 3. The average of (17) is lowered by the fraction ħ²v²⟨k²⟩/Δ². The envelope part (11) raises the result. With γ = 0 and the normalized form of (7), A_x = τs²k_y and A_y = −τs²k_x. With V = ħk/m*,

A_xV_y − A_yV_x = τs²k²ħ/m*.

Compared with (8) this is the fraction s²k² = ħ²v²k²/(4Δ²). The net change is −(3/4)ħ²v²⟨k²⟩/Δ². For the Gaussian ⟨k²⟩ = 2a², so the relative change is −(3/2)(ħva/Δ)² = −1.5 × (0.35 × 0.05/0.85)² = −0.0006. The difference between 1.8901 and 1.8913 is this fraction.

## Second half: magnetic field, limits of validity and a real case

### 6. Symbols and results carried over

The electron charge is −e, τ = ±1 labels the valley, and the model is H = ħv(τk_xσ_x + k_yσ_y) + Δσ_z with gap 2Δ. Both bands have the edge mass m* = Δ/v². A narrow packet in either band has the edge moment m_z = −τμ*, with

μ* = eħ/(2m*) = μ_B m_e/m*. (18)

For a nondegenerate band u of any H(k), with velocity operators v_j = ∂_jH/ħ and other bands n, the moment is

m_z = −eħ Σ_n Im[⟨u|v_x|n⟩⟨n|v_y|u⟩]/(ε_u − ε_n). (19)

The numerical case has Δ = 0.85 eV and ħv = 0.35 eV nm. It gives m* = 0.529 m_e, and so μ* = μ_B/0.529 = 1.89 μ_B, or 0.1095 meV/T.

### 7. The moment seen in the energy levels

A moment should show itself as an energy −m_zB. The model can be solved in a field without using the notion of a moment, which gives an independent check.

Let B > 0 point along +z. For charge −e, the momentum p = ħk is replaced by π = p + eA, where B = ∂A_y/∂x − ∂A_x/∂y and the derivatives are now in real space. The two components no longer commute:

[π_x, π_y] = e[p_x, A_y] + e[A_x, p_y] = −iħe(∂A_y/∂x − ∂A_x/∂y) = −iħeB. (20)

The Hamiltonian becomes H = v(τπ_xσ_x + π_yσ_y) + Δσ_z. Square it. The terms linear in Δ cancel, because σ_z anticommutes with σ_x and σ_y. The rest is

(τπ_xσ_x + π_yσ_y)² = π_x² + π_y² + τ(π_xπ_yσ_xσ_y + π_yπ_xσ_yσ_x).

Since σ_xσ_y = iσ_z and σ_yσ_x = −iσ_z, the bracket is iσ_z[π_x, π_y] = ħeBσ_z. Therefore

H² = Δ² + v²(π_x² + π_y²) + τħeBv²σ_z. (21)

The operators π_x and π_y have a constant commutator of size ħeB, like a position and a momentum. Their sum of squares is an oscillator energy, with eigenvalues (2n + 1)ħeB for n = 0, 1, 2 and so on. With σ = ±1 for the eigenvalue of σ_z,

E² = Δ² + ħeBv²(2n + 1 + τσ) = Δ² + 2NħeBv², (22)

where N = n + (1 + τσ)/2.

The square leaves the sign of E to be found. For N ≥ 1 and a given centre of the cyclotron orbit, two states share the same E²: σ = −τ with n = N, and σ = τ with n = N − 1. Within this pair the trace of H is −τΔ + τΔ = 0, because the π terms flip σ and have no diagonal elements. The two energies are therefore +E and −E. For N = 0 there is one state, with n = 0 and σ = −τ. H has no partner to flip it into, so its energy is the diagonal element

E₀ = −τΔ. (23)

In valley τ = +1 this unpaired level lies at the valence edge. In valley τ = −1 it lies at the conduction edge. The lowest conduction levels are

τ = +1: √(Δ² + 2ħeBv²), and τ = −1: Δ.

Since ħeBv² = Δħω_c, with ω_c = eB/m*, expansion of the root gives

√(Δ² + 2Δħω_c) ≈ Δ + ħω_c − (ħω_c)²/(2Δ). (24)

Now compare with a parabolic band that carries a moment. Its lowest level is

Δ + ħω_c/2 − m_zB = Δ + ħω_c/2 + τμ*B. (25)

By (18), μ*B = eħB/(2m*) = ħω_c/2. So (25) gives Δ + ħω_c for τ = +1 and Δ for τ = −1. Both agree with the levels of the field problem to first order in B. The sign in (9) is confirmed as well: the opposite sign would exchange the valleys.

The highest valence level follows in the same way. The cyclotron term lowers it, and the moment is that of the conduction band:

−Δ − ħω_c/2 + τμ*B. (26)

This is −Δ for τ = +1 and −Δ − ħω_c for τ = −1, again as in the field problem to first order.

**Numbers at 10 T.** The cyclotron quantum is 2.1895 meV. Diagonalizing H with π_x and π_y written as oscillator matrices puts the lowest conduction level 2.1867 meV above Δ in valley τ = +1, and at Δ in valley τ = −1. The valley splitting is thus 2.1867 meV, against the linear result 2μ*B = 2 × 0.1095 meV/T × 10 T = 2.19 meV. The third term of (24) predicts a relative reduction of ħω_c/(2Δ) = 2.19 meV/1700 meV = 0.0013, and the levels show this value.

**What does not split.** The distance from the highest valence level to the lowest conduction level is Δ + √(Δ² + 2Δħω_c) in both valleys. The moments shift both edges of a valley together. Within this model they produce a valley splitting of each band edge, but none of the gap between the edge levels.

### 8. First generalization: unequal velocities

Let the velocity be v_1 along x and v_2 along y:

H = ħ(τv_1k_xσ_x + v_2k_yσ_y) + Δσ_z.

The velocity operators at the edge are τv_1σ_x and v_2σ_y. In (19), v² is replaced by v_1v_2, so

|m_z| = eħv_1v_2/(2Δ). (27)

The energy near the edge is Δ + ħ²(v_1²k_x² + v_2²k_y²)/(2Δ), which has two masses:

m_x = Δ/v_1² and m_y = Δ/v_2².

Their geometric mean is √(m_xm_y) = Δ/(v_1v_2). Hence

|m_z| = eħ/(2√(m_xm_y)). (28)

**Limit.** For v_1 = v_2 this returns (18). With v_1 raised by 10% and v_2 lowered by 10%, the masses are 0.437 and 0.653 m_e. Their geometric mean is 0.534 m_e, and the moment is 1.872 μ_B. The isotropic value has changed by the factor 1.1 × 0.9 = 0.99. A moderate anisotropy therefore has a small effect if the product of the velocities is nearly kept. It has a larger effect if one velocity changes alone.

### 9. Second generalization: more bands and a bare mass

A real band edge is coupled to more than one other band. Suppose that it is nondegenerate and has a threefold rotation axis. A rotation by 120° multiplies v_x + iv_y and v_x − iv_y by different phase factors. For a given pair of states c and n, at most one of these two combinations can have a matrix element that is unchanged by the rotation. The other element must vanish. Therefore

⟨c|v_y|n⟩ = −iχ_n⟨c|v_x|n⟩, with χ_n = +1 or −1. (29)

The sign χ_n is the chirality of the coupling. For the valence partner in the Dirac model, ⟨c|v_x|v⟩ = τv and ⟨c|v_y|v⟩ = −iv, so χ = τ.

Write g_n for |⟨c|v_x|n⟩|². Complex conjugation of (29) gives ⟨n|v_y|c⟩ = iχ_n⟨n|v_x|c⟩, and the numerator in (19) is χ_ng_n. For the conduction edge,

m_z = −eħ Σ_n χ_ng_n/(ε_c − ε_n). (30)

The mass comes from second-order perturbation theory in the coupling ħk·v. The first-order term vanishes, since a single state with threefold symmetry has no preferred direction for a mean velocity. By (29),

|⟨c|k·v|n⟩|² = g_n|k_x − iχ_nk_y|² = g_nk².

Let the Hamiltonian also contain a kinetic term βħ²k²/(2m_e), the same for all bands. The two-band model (2) has β = 0. A k·p Hamiltonian for electrons in a crystal potential has β = 1. Then

ε_c(k) = ε_c + βħ²k²/(2m_e) + Σ_n ħ²k²g_n/(ε_c − ε_n).

Comparison with ħ²k²/(2m) gives

1/m = β/m_e + Σ_n 1/m_n, with 1/m_n = 2g_n/(ε_c − ε_n). (31)

In the same notation, (30) is

m_z = −(eħ/2) Σ_n χ_n/m_n. (32)

The conditions for (18) can now be read off. If β = 0 and all chiralities are equal, the sums in (31) and (32) agree up to a sign, and |m_z| = eħ/(2|m|). If either condition is broken, the two sums differ in general, and agreement would need a cancellation of terms. The mass records how strongly the edge is coupled to other bands. The moment records in addition the sense of rotation of each coupling.

**Limit.** With a single partner at energy distance 2Δ and g = v², (31) gives 1/m = v²/Δ and (32) gives m_z = −τeħv²/(2Δ), as in the Dirac model.

**Effect of the bare term.** Keep v and Δ fixed and set β = 1. The inverse mass rises from 1.891/m_e to 2.891/m_e, so m = 0.346 m_e. The term is proportional to the unit matrix and leaves the eigenstates alone, so the moment stays at 1.891 μ_B. Anyone who inferred the moment from this mass would find 2.891 μ_B, which is 53% too large relative to the true moment of that model.

**Effect of a remote band.** Return to β = 0 and add an illustrative band 2.0 eV above the conduction edge, with ħ√g = 0.15 eV nm. Its contribution to m_e/m is

2 × 0.15²/(−2.0 × 0.0762) = −0.2953.

The inverse mass falls to 1.596/m_e for either chirality. If the chirality equals that of the valence partner, the moment also falls, to 1.596 μ_B, and the identity survives. If it is opposite, the moment rises to 1.8913 + 0.2953 = 2.1866 μ_B. It is then 37% larger than the value inferred from the mass.

### 10. Beside a real case: monolayer MoS2

The parameters used here lie in the regime of monolayer MoS2 and are rough. Semilocal density-functional calculations give it a gap near 1.7 eV and band-edge masses of about half the electron mass. The quasiparticle gap is larger, above 2 eV. The Dirac moment of 1.9 μ_B is one contribution to the response of such a layer, not a prediction of its total moment. One assumption that the material clearly breaks is that a single interband coupling between structureless basis states does everything. Two estimates show how far this can move the number. The bare kinetic term changes the moment inferred from the mass by 1 μ_B. The valence edge is built largely from molybdenum d orbitals with l_z = ±2, whose atomic moment is 2 μ_B, or 1.06 times the Dirac moment. The conduction edge is mainly of l_z = 0 character, so the atomic part differs between the bands and can split the gap between valleys, which the Dirac part does not. A quantitative value needs the full sum (19), with velocity matrix elements from a band calculation. If the sum runs over a complete set of bands and uses the true velocity operator, it already contains the atomic moment, which must then not be added again. A sum cut off after a few bands holds it only in part. A sum built from ∂H/∂k of a tight-binding model in a small orbital basis leaves it out, since isolated atoms give ∂H/∂k = 0.

The other effects can be sized one at a time, with v held fixed.

**Spin.** A valence spin splitting of roughly 0.15 eV gives the two spin species different gaps. If 1.70 eV is taken as the narrower gap, the wider one is 1.85 eV and its moment is 1.89 × 1.70/1.85 = 1.74 μ_B, which is 8% lower. If 1.70 eV is the gap without spin-orbit coupling, as is usual for the quoted value, the two gaps are 1.625 and 1.775 eV and the moments are 1.98 and 1.81 μ_B. The Zeeman splitting of a free spin with g = 2 is 1.16 meV at 10 T, about half the valley splitting.

**Temperature.** At 300 K the thermal energy is 25.85 meV, so a valley splitting of 2.19 meV is 8% of it and populates the valleys almost equally. The heat also spreads carriers to larger k, where the moment is smaller. For a dilute gas, averaging Δ²/E² with a mean excess energy of about k_BT gives, to first order,

1 − 2k_BT/Δ = 1 − 2 × 25.85/850 = 0.939.

The full thermal average of (17) is 0.943 of the edge moment.

**Filling.** With two valleys and two spins, taken as degenerate for this estimate, a density n fills states up to k_F² = 4πn/4 = πn at zero field and temperature. For n = 10¹² cm⁻² the Fermi energy is 2.26 meV above the edge. The moment at the Fermi level is 0.995 of its edge value, so filling hardly changes the single-particle moment. It does matter for the populations: this Fermi energy is about equal to the valley splitting at 10 T, so at low temperature the two valleys are filled very unequally. The estimate also assumes independent electrons. At this density the Coulomb energy e²√(πn)/(4πε₀ε) is about 57 meV for a dielectric constant ε = 4.5, far above the Fermi energy, so exchange can change the observed splitting strongly.

**Scattering.** For a mobility of 1000 cm²/(V s), which is 0.1 m²/(V s), the product of cyclotron frequency and scattering time is mobility × B = 0.1 × 10 = 1.0. If the same time sets the level width, the broadening ħ/(scattering time) is 2.19 meV, as large as the valley splitting. Small-angle scattering, which hardly affects the mobility, can make the levels broader still. This mobility is already far above typical room-temperature values for the material, which are roughly tens of cm²/(V s). Resolving the levels of section 7 in transport needs a cleaner sample or a larger field, and a temperature at which k_BT is well below the level spacing, which is about 2 meV at 10 T.

The remaining values are listed in the numerical output below.

Values computed for the example and the checks

```
INPUTS (rough, regime of monolayer MoS2)
gap 2 Delta = 1.70 eV
half gap Delta = 0.850 eV
hbar v = 0.35 eV nm
velocity v = 5.317e+05 m/s
field B = 10.0 T
hbar^2/m_e = 0.07620 eV nm^2
Bohr magneton = 0.05788 meV/T
BAND EDGE
electron mass (curvature) = 0.5287 m_e
hole mass (curvature) = 0.5287 m_e
m_z, tau=+1, conduction = -1.8913 mu_B
m_z, tau=+1, valence = -1.8913 mu_B
m_z, tau=-1, conduction = 1.8913 mu_B
m_e/m* = 1.8913
|m_z| = 0.1095 meV/T
packet width in k = 0.05 1/nm
packet m_z, tau=+1 = -1.8901 mu_B
IN THE FIELD
cyclotron quantum = 2.1895 meV
conduction shift, tau=+1: 2.1867 meV
valence shift, tau=+1: 0.0000 meV
conduction shift, tau=-1: 0.0000 meV
valence shift, tau=-1: -2.1867 meV
valley splitting, levels = 2.1867 meV
valley splitting, 2|m_z|B = 2.1895 meV
relative nonlinearity = 1.28e-03
CONDITIONS OF THE IDENTITY
velocities +10%/-10%: m_x = 0.4370, m_y = 0.6528 m_e
  moment = 1.8724 mu_B
with bare kinetic term: mass = 0.3459 m_e
  m_e/mass = 2.8913, moment = 1.8913 mu_B
remote band: offset 2.0 eV, coupling 0.15 eV nm
  same chirality: |m_z| = 1.5960 mu_B, m_e/m = 1.5960
  opposite chirality: |m_z| = 2.1866 mu_B, m_e/m = 1.5960
NEGLECTED EFFECTS
valence spin splitting = 0.15 eV
  moment, wider-gap spin = 1.7380 mu_B
atomic l_z=2 moment / Dirac moment = 1.057
spin Zeeman splitting (g=2) = 1.158 meV
thermal energy at 300 K = 25.85 meV
  thermal mean moment / edge moment = 0.9426
density = 1.0e+12 cm^-2, degeneracy 4
  Fermi energy above edge = 2.261 meV
  moment at Fermi level / edge moment = 0.9947
mobility = 1000 cm^2/(V s)
  broadening hbar/lifetime = 2.190 meV
  cyclotron frequency x lifetime = 1.000
```
